# From an Arrhenius prefactor to an Eyring activation entropy

## The problem

In atomic layer deposition of alumina, trimethylaluminium binds to a hydroxylated surface. The adsorbed complex can then pass a hydrogen atom from a hydroxyl group to a methyl group and release methane. Treat this release as a first-order step with rate constant

$$k=A\exp\!\left(-\frac{E_a}{k_BT}\right),\qquad A=10^{13}\ \mathrm{s^{-1}},\quad E_a=0.80\ \mathrm{eV},\quad T=473\ \mathrm{K}.$$

These are round values of roughly the right size for such a step, not measured ones. $A$ and $E_a$ are read from the tangent to a plot of $\ln k$ against $1/T$ at 473 K.

Find the activation entropy $\Delta S^\ddagger$ in the Eyring form of the rate constant, with transmission coefficient $\kappa=1$. What does its sign say about the transition state?

Energies are per molecule in the algebra, and the final entropy is per mole, with $R=N_Ak_B=8.3145$ J/(mol K). Planck's constant is written $2\pi\hbar$. No electric charge enters, so the symbol $\mathrm e$ always means Euler's number, 2.718.

## A tempting solution

The Eyring form is

$$k=\kappa\,\frac{k_BT}{2\pi\hbar}\,\exp\!\left(\frac{\Delta S^\ddagger}{k_B}\right)\exp\!\left(-\frac{\Delta H^\ddagger}{k_BT}\right). \tag{1}$$

Both expressions for $k$ contain a factor in front and an exponential of an energy over $k_BT$. Match them piece by piece: $\Delta H^\ddagger=E_a$, and

$$A=\frac{k_BT}{2\pi\hbar}\exp\!\left(\frac{\Delta S^\ddagger}{k_B}\right).$$

At 473 K, $k_BT/2\pi\hbar=9.856\times10^{12}\ \mathrm{s^{-1}}$. Therefore

$$\Delta S^\ddagger=R\ln\frac{10^{13}}{9.856\times10^{12}}=0.12\ \mathrm{J/(mol\,K)}.$$

The entropy hardly changes, and one concludes that the transition state is as free as the reactant.

## Where it fails

The solution gives the correct rate at 473 K, so a check at that temperature reveals nothing. The trouble appears when the temperature changes. Hold the inferred $\Delta H^\ddagger$ and $\Delta S^\ddagger$ fixed and insert them in (1):

$$k_{\rm wrong}(T)=\frac{k_BT}{2\pi\hbar}\,\frac{2\pi\hbar A}{k_BT_0}\,e^{-E_a/k_BT}=\frac{T}{T_0}\,A\,e^{-E_a/k_BT},\qquad T_0=473\ \mathrm K.$$

The extra factor $T/T_0$ has a slope of its own. The tangent activation energy of this expression at $T_0$ is

$$k_BT^2\frac{d\ln k_{\rm wrong}}{dT}\bigg|_{T_0}=k_BT_0^2\left(\frac1{T_0}+\frac{E_a}{k_BT_0^2}\right)=E_a+k_BT_0,$$

which is 0.84 eV, not the 0.80 eV that was given. The matching ignored the temperature in the Eyring prefactor. A measured slope contains that temperature dependence, so part of $E_a$ does not belong to $\Delta H^\ddagger$.

The error in enthalpy is small, 0.04 eV in 0.80 eV. Since the rate at $T_0$ is fixed, however, it must be balanced by an error in entropy of $k_BT_0/T_0=k_B$ per molecule, or $R$ per mole. That is about as large as the quantity sought.

## The right solution

### What the Eyring quantities mean

Let $Q$ be the reactant's partition function and $Q^\ddagger$ that of the transition state with motion along the reaction coordinate left out. Each is counted from its own lowest level, and $E_0$ is the energy between those two levels. Assume that the reactant is in thermal equilibrium, that motion across the top is classical and separable from the other motions, and that no crossing trajectory returns.

For a coordinate $x$ with momentum $p$ and mass $m$, the probability per $dx\,dp$ of being at the top is

$$\frac{1}{2\pi\hbar}\,\frac{Q^\ddagger}{Q}\,e^{-E_0/k_BT}\,e^{-p^2/2mk_BT}.$$

The rate is the outward flux, so multiply by the velocity $p/m$ and integrate over positive $p$. With $w=p^2/2m$, $dw=(p/m)\,dp$, and

$$\int_0^\infty \frac pm\,e^{-p^2/2mk_BT}\,dp=\int_0^\infty e^{-w/k_BT}\,dw=k_BT .$$

Hence

$$k=\kappa\,\frac{k_BT}{2\pi\hbar}\,\frac{Q^\ddagger}{Q}\,e^{-E_0/k_BT}, \tag{2}$$

where $\kappa=1$ under the stated assumptions and otherwise collects the corrections to them.

Let $U$ and $U^\ddagger$ be the mean thermal energies above the respective lowest levels. Statistical mechanics gives the entropy $S=k_B\ln Q+U/T$, and likewise for the transition state. Define

$$\Delta H^\ddagger=E_0+U^\ddagger-U,\qquad \Delta S^\ddagger=k_B\ln\frac{Q^\ddagger}{Q}+\frac{U^\ddagger-U}{T}.$$

Energy and enthalpy are not distinguished here, because one adsorbed complex turns into one transition state and the pressure–volume term is neglected. Subtracting,

$$\Delta H^\ddagger-T\Delta S^\ddagger=E_0-k_BT\ln\frac{Q^\ddagger}{Q}.$$

Dividing by $-k_BT$ and exponentiating turns (2) into (1).

### The slope

Take the logarithm of (2) with constant $\kappa$ and differentiate. For levels $\epsilon_n$,

$$\frac{d\ln Q}{dT}=\frac1Q\sum_n\frac{\epsilon_n}{k_BT^2}e^{-\epsilon_n/k_BT}=\frac{U}{k_BT^2}.$$

Therefore

$$\frac{d\ln k}{dT}=\frac1T+\frac{U^\ddagger-U}{k_BT^2}+\frac{E_0}{k_BT^2}=\frac1T+\frac{\Delta H^\ddagger}{k_BT^2}.$$

Multiplication by $k_BT^2$ gives the tangent activation energy

$$E_a=\Delta H^\ddagger+k_BT. \tag{3}$$

Nothing here required $\Delta H^\ddagger$ or $\Delta S^\ddagger$ to be independent of temperature.

### The prefactor

The tangent prefactor is $A=k\,e^{E_a/k_BT}$. Insert (1), then (3):

$$A=\kappa\frac{k_BT}{2\pi\hbar}e^{\Delta S^\ddagger/k_B}\,e^{(E_a-\Delta H^\ddagger)/k_BT}
=\kappa\,\mathrm e\,\frac{k_BT}{2\pi\hbar}\,e^{\Delta S^\ddagger/k_B}.$$

The factor $\mathrm e$ comes from the single $k_BT$ in (3). Solving for the entropy and passing to one mole,

$$\boxed{\Delta S^\ddagger=R\ln\frac{2\pi\hbar A}{\kappa\,\mathrm e\,k_BT}} \tag{4}$$

The argument of the logarithm is dimensionless because $A$ is a frequency. A second-order rate constant also carries a volume or an area, and its entropy would depend on a chosen standard concentration.

### The numbers

At 473 K, $\mathrm e\,k_BT/2\pi\hbar=2.679\times10^{13}\ \mathrm{s^{-1}}$. With $\kappa=1$,

$$\Delta S^\ddagger=8.3145\,\ln\frac{1.0\times10^{13}}{2.679\times10^{13}}
=8.3145\times(-0.9855)=-8.19\ \mathrm{J/(mol\,K)},$$

or $-0.085$ meV/K per molecule.

The enthalpy is $\Delta H^\ddagger=0.80-0.0408=0.759$ eV, and $-T\Delta S^\ddagger=0.040$ eV. Their sum is $\Delta G^\ddagger=0.799$ eV. The tempting solution has the same free energy, but divides it wrongly between enthalpy and entropy.

The rate constant is $3.0\times10^4\ \mathrm{s^{-1}}$, a mean lifetime of 33 microseconds. Now carry the correct $\Delta H^\ddagger$ and $\Delta S^\ddagger$, held fixed, to 523 K. Relative to the Arrhenius expression with fixed $A$ and $E_a$, the rate is

$$\frac{T}{T_0}\exp\!\left(\frac{T_0}{T}-1\right)=1.005.$$

The tempting solution gives $523/473=1.106$ for the same ratio. The correct curve shares the tangent at $T_0$, so its deviation starts at second order in $T-T_0$; the wrong one deviates at first order.

## A check on a case with known entropy

Formula (4) can be tested where the entropy is known independently. Take a reactant with harmonic modes at 300, 900 and 1400 cm⁻¹, and a transition state with modes at 450 and 1200 cm⁻¹. Set $E_0=0.80$ eV and $\kappa=1$.

The populations $P_n$ of the levels give each entropy directly as $-k_B\sum_nP_n\ln P_n$. At 473 K the difference is $-4.763$ J/(mol K). The numerical tangent to $\ln k$ gives $A=1.511\times10^{13}\ \mathrm{s^{-1}}$, from which (4) also gives $-4.763$ J/(mol K). The tangent energy is 0.8286 eV and the enthalpy from the level sums is 0.7878 eV. They differ by $k_BT$, as (3) requires.

## What the negative sign means

The answer is close to $-R$ because $A$ happens to lie close to $k_BT/2\pi\hbar$. A simple model gives this number a physical reading.

Let the reaction coordinate in the reactant be a classical harmonic vibration of frequency $\nu=\omega/2\pi$, and let all other modes be the same in the reactant and the transition state. The well integral is a product of two Gaussian integrals:

$$\iint e^{-p^2/2mk_BT-m\omega^2x^2/2k_BT}\,dx\,dp
=\sqrt{2\pi mk_BT}\,\sqrt{\frac{2\pi k_BT}{m\omega^2}}=\frac{2\pi k_BT}{\omega}=\frac{k_BT}{\nu}.$$

The outward flux integral is $k_BT\,e^{-E_0/k_BT}$, with $E_0$ now measured from the bottom of the classical well. Their ratio is the rate,

$$k=\nu\,e^{-E_0/k_BT},$$

so $A=\nu$ and $E_a=E_0$. This treats the well as harmonic over the thermally visited range; for cubic and cosine wells that turn over at 0.80 eV, $A$ falls 1.5% and 2.7% below $\nu$ at 473 K. Dividing the well integral by $2\pi\hbar$ gives the partition function $k_BT/2\pi\hbar\nu$. The mean energy of the vibration is $k_BT$, so its entropy per mole is

$$S_{\rm mode}=R\left[\ln\frac{k_BT}{2\pi\hbar\nu}+1\right]=8.19\ \mathrm{J/(mol\,K)}\quad\text{for }\nu=10^{13}\ \mathrm{s^{-1}}.$$

Comparison with (4) shows that $\Delta S^\ddagger=-S_{\rm mode}$. The reactant's entropy includes this vibration, while the transition state's excludes the reaction coordinate. In this model the negative entropy is the removal of one vibration from the count. It does not require the remaining atoms to be more tightly held.

The classical treatment is only approximate here, since $2\pi\hbar\nu/k_BT=10/9.856=1.01$. Summing the quantum levels gives a mode entropy of 8.54 J/(mol K). Losing such a quantum mode would give $\Delta S^\ddagger=-8.54$ J/(mol K) and, by (4) solved for $A$, a prefactor of $9.6\times10^{12}\ \mathrm{s^{-1}}$, about 4% below $\nu$.

This reading needs the lost vibration to be soft: $10^{13}\ \mathrm{s^{-1}}$ is 334 cm⁻¹. A stiff hydrogen mode carries little entropy at 473 K: 1.7 J/(mol K) at 1000 cm⁻¹, 0.4 at 1600 cm⁻¹ and 0.002 at 3650 cm⁻¹. If such a mode is the one lost, most of the $-8.2$ J/(mol K) must come from tightening of the other modes. For example, losing a 3650 cm⁻¹ mode while a 200 cm⁻¹ mode stiffens to 600 cm⁻¹ also gives $A=10^{13}\ \mathrm{s^{-1}}$. The prefactor alone does not decide between these pictures.

## The temperature must be stated

If $A$ stays constant while $T$ changes, (4) gives

$$\frac{d\Delta S^\ddagger}{dT}=-\frac RT .$$

The same $10^{13}\ \mathrm{s^{-1}}$ corresponds to $-6.22$ J/(mol K) at 373 K and $-9.79$ J/(mol K) at 573 K. An activation entropy quoted from a prefactor therefore needs its temperature.

The prefactor may instead come from a straight line fitted over a range of temperatures. To size the difference, take rates from (1) with fixed $\Delta H^\ddagger$ and $\Delta S^\ddagger$ at 423, 448, 473, 498 and 523 K, and fit $\ln k$ against $1/T$ with equal weights. Putting the fitted prefactor in (4) at 473 K gives $-8.24$ J/(mol K), within 0.05 J/(mol K) of the tangent value. For noise-free data of this form over this range, the choice between tangent and line hardly matters. A more strongly curved plot widens the gap: including the 1500 cm⁻¹ tunnelling factor of the next section makes it about 0.4 J/(mol K).

## When the transmission coefficient is not one

The moving particle is largely a hydrogen atom, so tunnelling deserves an estimate. If $\kappa$ depends on temperature, the logarithmic derivative of (2) gains a term and (3) becomes

$$E_a=\Delta H^\ddagger+k_BT+k_BT\,\frac{d\ln\kappa}{d\ln T}.$$

The last term enters the exponent in $A$, and solving for the entropy gives

$$\Delta S^\ddagger=R\left[\ln\frac{2\pi\hbar A}{\mathrm e\,k_BT}-\ln\kappa-\frac{d\ln\kappa}{d\ln T}\right]. \tag{5}$$

For an estimate, use the barrier $V(x)=V_0/\cosh^2(x/a)$ with $V_0=0.80$ eV. Near the top $V\approx V_0(1-x^2/a^2)$. Setting the quadratic term equal to $-m\omega_b^2x^2/2$ defines the barrier frequency $\omega_b=\sqrt{2V_0/m}/a$. Let $P(E)$ be the quantum transmission probability, found by numerical integration of the Schrödinger equation. Classically, $P=0$ below $V_0$ and $P=1$ above it, so the thermal integral is $k_BT\,e^{-V_0/k_BT}$. The ratio of quantum to classical flux is

$$\kappa=\frac1{k_BT}\int P(E)\,e^{-(E-V_0)/k_BT}\,dE .$$

The barrier frequency is not given, so three wavenumbers are taken. The prefactor $A$ is held at $10^{13}\ \mathrm{s^{-1}}$ and $T$ at 473 K:

- At 500 cm⁻¹, $\kappa=1.11$ and $d\ln\kappa/d\ln T=-0.20$, so $\Delta S^\ddagger=-7.4$ J/(mol K).
- At 1000 cm⁻¹, $\kappa=1.53$ and the derivative is $-0.88$, so $\Delta S^\ddagger=-4.4$ J/(mol K).
- At 1500 cm⁻¹, $\kappa=2.73$ and the derivative is $-2.26$, so $\Delta S^\ddagger=+2.2$ J/(mol K).

These values assume a symmetric barrier whose height equals $E_a$. The first two move by at most 0.2 J/(mol K) when the height or the asymmetry is changed as follows, but the last is more sensitive. It becomes $+0.7$ J/(mol K) for $V_0=0.5$ eV and $+2.9$ J/(mol K) for an asymmetric (Eckart) barrier of 0.8 eV forward and 1.9 eV backward. For the symmetric 0.80 eV barrier the sign changes near 1370 cm⁻¹.

It may seem odd that $\kappa>1$ raises the inferred entropy, since $-\ln\kappa$ alone would lower it. The derivative term explains this. If locally $\ln\kappa\propto T^{-n}$, then $d\ln\kappa/d\ln T=-n\ln\kappa$, and the two corrections in (5) add to $(n-1)\ln\kappa$. This is positive for $n>1$. The numbers above correspond to $n$ between about 2.0 and 2.3. Tunnelling speeds up the reaction but flattens the Arrhenius plot, and the flatter slope extrapolates to a smaller prefactor.

The level-sum model shows the same effect. Including the 1000 cm⁻¹ tunnelling factor lowers its tangent prefactor from $1.511\times10^{13}$ to $9.57\times10^{12}\ \mathrm{s^{-1}}$. Formula (5) still recovers $-4.763$ J/(mol K), whereas (4) with $\kappa=1$ would give $-8.6$ J/(mol K).

Recrossing acts differently. A constant $\kappa=0.5$ has no derivative term and adds $R\ln2=5.76$ J/(mol K), giving $\Delta S^\ddagger=-2.4$ J/(mol K).

## Reading the result for the real surface

For methane release near 200 °C, the parameters are only rough, and a real surface has a range of sites and neighbours rather than one complex with one rate constant. That spread is not sized here. Hydrogen tunnelling breaks the assumption $\kappa=1$; in the one-dimensional model it moves the entropy upward by about 1 to 10 J/(mol K) over the chosen barrier frequencies. An error in the prefactor can matter still more: a factor of ten changes the entropy by $R\ln10=19.1$ J/(mol K), so $10^{12}$ and $10^{14}\ \mathrm{s^{-1}}$ give $-27.3$ and $+11.0$ J/(mol K).

The answer to the problem as posed is $-8.2$ J/(mol K). Its sign alone is weak evidence for a tight transition state: one lost soft vibration near 330 cm⁻¹ would account for it, although a lost stiff hydrogen mode would not. The sign is reversed if $A$ is larger by a factor of 2.7, which at fixed rate corresponds to 0.04 eV in $E_a$, or, in the one-dimensional tunnelling models above, if the barrier frequency exceeds about 1350 to 1450 cm⁻¹.

## Values computed for the example and the checks

```
Prefactor A: 1.0e+13 1/s
Temperature: 473 K
Activation energy Ea: 0.80 eV
Gas constant R: 8.3145 J/(mol K)
kB T: 0.04076 eV
kB T/h: 9.8557e+12 1/s
exp(1) kB T/h: 2.6791e+13 1/s
A h/(exp(1) kB T): 0.3733
Its logarithm = dS/R: -0.9855
Activation entropy dS: -8.194 J/(mol K)
dS per molecule: -0.0849 meV/K
Value if exp(1) is omitted: 0.121 J/(mol K)
Activation enthalpy dH: 0.7592 eV
-T dS: 0.0402 eV
Activation free energy dG: 0.7994 eV
Rate constant at 473 K: 2.993e+04 1/s
Mean lifetime: 33.4 microseconds
Level-sum model, tangent A: 1.511e+13 1/s
Level-sum model, tangent Ea: 0.8286 eV
Level-sum model, dH: 0.7878 eV
Level-sum dS, populations: -4.763 J/(mol K)
Level-sum dS, from A: -4.763 J/(mol K)
Level-sum A with 1000 1/cm tunnelling: 9.567e+12 1/s
Level-sum dS, from that A: -4.763 J/(mol K)
Classical mode flux prefactor: 1.0000e+13 1/s
Classical mode entropy: 8.194 J/(mol K)
Quantum mode entropy: 8.541 J/(mol K)
Tunnelling barrier height: 0.80 eV
Barrier 500 1/cm: length a (proton) 0.1314 nm
  kappa 1.108, dln kappa/dln T -0.203
  dS with tunnelling: -7.36 J/(mol K)
Barrier 1000 1/cm: length a (proton) 0.0657 nm
  kappa 1.527, dln kappa/dln T -0.880
  dS with tunnelling: -4.40 J/(mol K)
Barrier 1500 1/cm: length a (proton) 0.0438 nm
  kappa 2.729, dln kappa/dln T -2.259
  dS with tunnelling: 2.24 J/(mol K)
dS with constant kappa = 0.5: -2.43 J/(mol K)
dS if A is 1e+12 1/s: -27.34 J/(mol K)
dS if A is 1e+14 1/s: 10.95 J/(mol K)
dS for the same A at 373 K: -6.22 J/(mol K)
dS for the same A at 573 K: -9.79 J/(mol K)
dS from line fit, 423-523 K: -8.240 J/(mol K)
Eyring/Arrhenius rate ratio at 523 K: 1.0049
```
